**Stark shift, overlap loss and modulation in a hard-wall quantum well**

The program tests how the red shift $\Delta$ and the squared electron-hole overlap $M^2$ of the lowest transition depend on the well width $L$ under a force $F$ (charge times field), for carrier masses $m_e$ and $m_h$. At low field $\Delta=C(m_e+m_h)F^2L^4$ and $1-M^2=G(m_e+m_h)^2F^2L^6$; the constants $C$ and $G$ are asserted against quadrature and diagonalization in a sine basis. Further assertions cover the strong-field shift, the Airy-function law for the overlap, and the overlap loss at fixed small shift. On the scanned widths the program asserts that $\Delta/L$ rises, that $M^2$ falls, and that modulation peaks at an interior width. A control that pushes both carriers to the same side leaves the compared energies unchanged but keeps far more overlap. For the model parameters used, the output puts the best width at 13.5 nm, on a grid of 0.5 nm. In very wide wells the summed absorption per thickness agrees with the bulk Franz–Keldysh value to about 2%.

## Verification by program

```python
"""
Result under test: in a hard-wall quantum well of width L under a force F,
the red shift of the lowest electron-hole transition grows with L, while the
squared overlap M^2 of its envelopes falls, so modulation has a best width.
Low field:  shift  = C (me+mh) F^2 L^4,   C = (15-pi^2)/(24 pi^4)
            1-M^2  = G (me+mh)^2 F^2 L^6,
            G = 1/(120 pi^2) + 1/(48 pi^4) - 7/(8 pi^6)
Strong field: Airy states at opposite walls; very wide well: Franz-Keldysh.
Symbols: me, mh masses; mu reduced mass; F = charge times field.
Hartree atomic units inside; nm, meV and V/um in the printout.
No electron-hole attraction; absorption is in steps (1 = full overlap).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros, ndtr

pc = sc.physical_constants
NM = 1e-9 / pc["atomic unit of length"][0]
MEV = 1e-3 / pc["Hartree energy in eV"][0]
VUM = 1e6 / pc["atomic unit of electric field"][0]
pi = np.pi
C = (15 - pi**2) / (24 * pi**4)
G = 1 / (120 * pi**2) + 1 / (48 * pi**4) - 7 / (8 * pi**6)
a1 = -ai_zeros(1)[0][0]


def levels(mass, force, width, size=100):
    """Energies and sine-basis vectors for potential force*x, x centred."""
    n = np.arange(1, size + 1)
    row, col = np.meshgrid(n, n, indexing="ij")
    odd = (row + col) % 2 == 1
    gap = np.where(odd, row**2 - col**2, 1).astype(float)
    x = np.where(odd, -8 * width * row * col / (pi**2 * gap**2), 0.0)
    return np.linalg.eigh(np.diag((n * pi / width)**2 / (2 * mass)) + force * x)


def pairs(me, mh, force, width, size=100):
    """Pair energies above the bulk gap and squared overlaps."""
    ee, ve = levels(me, force, width, size)
    eh, vh = levels(mh, -force, width, size)
    return ee[:, None] + eh[None, :], (ve.T @ vh)**2


# Solver against the exact Airy boundary condition
lam = 50.0
e_diag = levels(1, lam, 1)[0][0]


def wall_condition(energy):
    k = (2 * lam)**(1 / 3)
    left, right = airy(k * (-0.5 - energy / lam)), airy(k * (0.5 - energy / lam))
    return left[0] * right[2] - right[0] * left[2]


e_airy = brentq(wall_condition, e_diag - 0.5, e_diag + 0.5, xtol=1e-12)
assert abs(e_airy - e_diag) < 1e-5

# First-order response function and the two constants
def response(x):
    return (x * np.cos(pi * x) / pi + (x * x - 0.25) * np.sin(pi * x)) / (
        np.sqrt(2) * pi)


c_quad = -quad(lambda x: np.sqrt(2) * np.cos(pi * x) * x * response(x), -.5, .5)[0]
g_quad = quad(lambda x: response(x)**2, -.5, .5)[0]
assert abs(c_quad / C - 1) < 1e-8 and abs(g_quad / G - 1) < 1e-8
vec = levels(1, 0.1, 1)[1][:, 0]
vec = vec * np.sign(vec[0])
n_basis = np.arange(1, 101)


def psi(x):
    return np.sqrt(2) * np.sum(vec * np.sin(n_basis * pi * (x + 0.5)))


for x in (0.1, 0.2, 0.35):
    assert abs((psi(x) - psi(-x)) / 0.2 / response(x) - 1) < 1e-3
e0 = levels(1, 0, 1)[0][0]
c_diag = (e0 - levels(1, 0.3, 1)[0][0]) / 0.3**2
g_diag = (1 - pairs(0.2, 0.3, 1, 1)[1][0, 0]) / 0.5**2
assert abs(c_diag / C - 1) < 1e-3 and abs(g_diag / G - 1) < 1e-3

# Strong-field overlap from the Airy convolution
def airy_overlap(me, mh, force, width):
    a, b = (2 * me * force)**(-1 / 3), (2 * mh * force)**(-1 / 3)
    ell = (a**3 + b**3)**(1 / 3)
    tail = airy((width - a1 * (a + b)) / ell)[0]
    return np.sqrt(a * b) * tail / (ell * airy(-a1)[1]**2)


strong = []
for me_t, mh_t in ((500, 500), (500, 1000)):
    m_diag = np.sqrt(pairs(me_t, mh_t, 1, 1, 150)[1][0, 0])
    m_law = airy_overlap(me_t, mh_t, 1, 1)
    assert abs(m_law / m_diag - 1) < 0.01
    strong.append((me_t, mh_t, m_diag, m_law))

# Worked example
me, mh = 0.05, 0.3
mu = me * mh / (me + mh)
field, detune, sigma = 10.0, 20.0, 5.0
F = field * VUM
widths = np.arange(4, 40.01, 0.5)
shift, m2, first, unit, total = [], [], [], [], []
for w in widths:
    L = w * NM
    edge = pi**2 / (2 * mu * L**2)
    photon = edge - detune * MEV
    e_on, s_on = pairs(me, mh, F, L)
    e_off, s_off = pairs(me, mh, 0.0, L)
    step_on = ndtr((photon - e_on) / (sigma * MEV))
    step_off = ndtr((photon - e_off) / (sigma * MEV))
    shift.append((edge - e_on[0, 0]) / MEV)
    m2.append(s_on[0, 0])
    first.append(s_on[0, 0] * step_on[0, 0] - step_off[0, 0])
    unit.append(step_on[0, 0] - step_off[0, 0])
    total.append((np.sum(s_on * step_on) - np.sum(s_off * step_off)) / w)
shift, m2, first, unit, total = map(np.array, (shift, m2, first, unit, total))
assert np.all(np.diff(shift / widths) > 0)
assert np.all(np.diff(m2) < 0)
best1, best = int(np.argmax(first)), int(np.argmax(total))
assert 0 < best1 < len(widths) - 1 and first[-1] < 0.01
assert 0 < best < len(widths) - 1 and total[-1] < 0.6 * total[best]
assert unit[-1] > 0.99

# Low-field laws in a narrow well, strong-field shift in a wide one
i6 = int(np.argmin(abs(widths - 6)))
L6 = 6 * NM
shift6 = C * (me + mh) * F**2 * L6**4 / MEV
loss6 = G * (me + mh)**2 * F**2 * L6**6
assert abs(shift6 / shift[i6] - 1) < 0.05
assert abs(loss6 / (1 - m2[i6]) - 1) < 0.05
L40 = 40 * NM
shift40 = (pi**2 / (2 * mu * L40**2) + F * L40 - a1 * (
    (F**2 / (2 * me))**(1 / 3) + (F**2 / (2 * mh))**(1 / 3))) / MEV
assert abs(shift40 / shift[-1] - 1) < 1e-3

# Same shift in every well: field needed and overlap left
def field_for(target, width):
    edge = pi**2 / (2 * mu * width**2)

    def miss(f):
        energy = levels(me, f, width)[0][0] + levels(mh, -f, width)[0][0]
        return (edge - energy) / MEV - target
    return brentq(miss, 0, 100 * VUM, xtol=1e-14)


for w in (8, 16):
    f = field_for(0.2, w * NM)
    loss = 1 - pairs(me, mh, f, w * NM)[1][0, 0]
    law = G / C * (me + mh) * 0.2 * MEV * (w * NM)**2
    assert abs(law / loss - 1) < 0.03
same_shift = []
for w in (8, 10, 12, 14, 16):
    f = field_for(detune, w * NM)
    same_shift.append((w, f / VUM, pairs(me, mh, f, w * NM)[1][0, 0]))
assert all(p[2] > q[2] for p, q in zip(same_shift, same_shift[1:]))

# Control: push both carriers to the same side at unchanged energies
L20 = 20 * NM
e_el, v_el = levels(me, F, L20)
e_opp, v_opp = levels(mh, -F, L20)
e_same, v_same = levels(mh, F, L20)
m2_opp = (v_el[:, 0] @ v_opp[:, 0])**2
m2_same = (v_el[:, 0] @ v_same[:, 0])**2
assert np.allclose(e_opp[:20], e_same[:20], atol=1e-9)
assert m2_same > 5 * m2_opp
moved = (v_el[:, 0] @ v_opp[:, :5])**2

# Very wide well against the bulk Franz-Keldysh absorption
ell = (2 * mu * F)**(-1 / 3)


def bulk(depth):
    eta = depth / (F * ell)
    ai, dai = airy(eta)[:2]
    return (dai**2 - eta * ai**2) / ell


def wide_sum(w):
    e, s = pairs(me, mh, F, w * NM, 400)
    return np.sum(s * ndtr((-detune * MEV - e) / (sigma * MEV)))


slope = (wide_sum(200) - wide_sum(100)) / 100
nodes, weights = np.polynomial.hermite_e.hermegauss(30)
bulk_nm = NM * np.sum(weights * bulk((detune + sigma * nodes) * MEV)) / np.sqrt(2 * pi)
assert abs(slope / bulk_nm - 1) < 0.03

print(f"masses (electron masses): me={me}, mh={mh}, mu={mu:.5f}")
print(f"field {field} V/um, detuning {detune} meV, broadening {sigma} meV")
print(f"C = {C:.6e}, from diagonalization {c_diag:.6e}")
print(f"G = {G:.6e}, from diagonalization {g_diag:.6e}")
print(f"G/C = {G/C:.5f};  a1 = {a1:.5f}")
print(f"Airy lengths: electron {(2*me*F)**(-1/3)/NM:.3f} nm, "
      f"hole {(2*mh*F)**(-1/3)/NM:.3f} nm, pair {ell/NM:.3f} nm")
for row in strong:
    print("strong field, lambda_e=%d lambda_h=%d: M=%.4e, Airy law %.4e" % row)
print(f"6 nm: shift {shift[i6]:.4f} meV, low-field law {shift6:.4f} meV")
print(f"6 nm: 1-M^2 {1-m2[i6]:.5f}, low-field law {loss6:.5f}")
print(f"40 nm: shift {shift[-1]:.3f} meV, strong-field law {shift40:.3f} meV")
print("Modulation: first pair per well (true M^2; M^2 set to 1), all pairs per nm")
print("width/nm shift/meV    M^2      first     unit   all/(1/nm)")
for w in (6, 8, 10, 12, 13, 14, 16, 18, 20, 25, 30, 40):
    i = int(np.argmin(abs(widths - w)))
    print(f"{w:5d} {shift[i]:10.3f} {m2[i]:11.3e} {first[i]:9.5f} "
          f"{unit[i]:8.5f} {total[i]:10.6f}")
print(f"best width, first pair per well: {widths[best1]:.1f} nm, "
      f"modulation {first[best1]:.4f}, M^2 {m2[best1]:.4f}")
print(f"best width, all pairs per thickness: {widths[best]:.1f} nm, "
      f"modulation {total[best]:.5f} per nm")
print(f"all pairs, 40 nm value over best value: {total[-1]/total[best]:.3f}")
print(f"Field giving a {detune} meV shift, and the M^2 left:")
for row in same_shift:
    print("  width %d nm: field %.3f V/um, M^2 %.4f" % row)
print(f"20 nm, M^2: opposite sides {m2_opp:.4f}, same side {m2_same:.4f}")
print("20 nm, M^2 of electron level 1 with hole levels 1-5: "
      + " ".join(f"{v:.4f}" for v in moved))
print(f"very wide well: {slope:.6f} per nm; Franz-Keldysh {bulk_nm:.6f} per nm")
print("all assertions hold")
```

Output:

```
masses (electron masses): me=0.05, mh=0.3, mu=0.04286
field 10.0 V/um, detuning 20.0 meV, broadening 5.0 meV
C = 2.194523e-03, from diagonalization 2.194507e-03
G = 1.480765e-04, from diagonalization 1.480720e-04
G/C = 0.06748;  a1 = 2.33811
Airy lengths: electron 4.240 nm, hole 2.333 nm, pair 4.463 nm
strong field, lambda_e=500 lambda_h=500: M=9.5990e-04, Airy law 9.5991e-04
strong field, lambda_e=500 lambda_h=1000: M=1.4536e-04, Airy law 1.4537e-04
6 nm: shift 1.2999 meV, low-field law 1.3064 meV
6 nm: 1-M^2 0.01429, low-field law 0.01458
40 nm: shift 251.809 meV, strong-field law 251.809 meV
Modulation: first pair per well (true M^2; M^2 set to 1), all pairs per nm
width/nm shift/meV    M^2      first     unit   all/(1/nm)
    6      1.300   9.857e-01   0.00006  0.00006   0.000010
    8      4.020   9.262e-01   0.00061  0.00067   0.000077
   10      9.231   7.771e-01   0.01211  0.01559   0.001211
   12     17.096   5.588e-01   0.15680  0.28065   0.013067
   13     21.909   4.472e-01   0.29010  0.64869   0.022316
   14     27.239   3.449e-01   0.31939  0.92614   0.022813
   16     39.297   1.830e-01   0.18293  0.99991   0.011434
   18     53.022   8.273e-02   0.08269  0.99997   0.005585
   20     68.163   3.174e-02   0.03171  0.99997   0.009171
   25    110.362   1.490e-03   0.00146  0.99997   0.006626
   30    156.074   3.153e-05  -0.00000  0.99997   0.006691
   40    251.809   2.121e-09  -0.00003  0.99997   0.005667
best width, first pair per well: 13.5 nm, modulation 0.3222, M^2 0.3946
best width, all pairs per thickness: 13.5 nm, modulation 0.02387 per nm
all pairs, 40 nm value over best value: 0.237
Field giving a 20.0 meV shift, and the M^2 left:
  width 8 nm: field 23.339 V/um, M^2 0.7144
  width 10 nm: field 15.339 V/um, M^2 0.6120
  width 12 nm: field 10.956 V/um, M^2 0.5167
  width 14 nm: field 8.285 V/um, M^2 0.4313
  width 16 nm: field 6.529 V/um, M^2 0.3565
20 nm, M^2: opposite sides 0.0317, same side 0.6450
20 nm, M^2 of electron level 1 with hole levels 1-5: 0.0317 0.1633 0.3367 0.3228 0.1238
very wide well: 0.006253 per nm; Franz-Keldysh 0.006135 per nm
all assertions hold
```
